The density error of the Harris-Foulkes energy

Q: You diagonalize the Kohn-Sham Hamiltonian once, with a density that is not self-consistent, and report a total energy. What energy is that?

A: Call the input density n_in. With fixed nuclei it defines the potential energy of an electron,

v_in = v_ext + v_H[n_in] + v_xc[n_in].

Here v_ext comes from the nuclei, v_H(r) = (e²/4πε0) ∫ n_in(r')/|r − r'| dr' is the Hartree term, and v_xc = δE_xc/δn. One diagonalization gives levels ε_i and orbitals. Filling the lowest ones with occupations f_i gives an output density n_out. The Harris-Foulkes energy is

E_HF[n_in] = Σ f_i ε_i − E_H[n_in] + E_xc[n_in] − ∫ v_xc[n_in] n_in dr + E_nn,

where E_H = ½∫ v_H n dr and E_nn is the nuclear repulsion. The subscript HF means Harris-Foulkes throughout. I assume a fixed number of electrons, closed shells with f_i = 2, and a gap between filled and empty levels. Let n0 be the self-consistent density and E0 its Kohn-Sham energy.

Q: The levels belong to n_out as much as to n_in. Why should this mixture be close to E0?

A: Rewrite the band sum. Each level is the expectation value of kinetic energy plus v_in, so

Σ f_i ε_i = T_out + ∫ v_in n_out dr,

with T_out the kinetic energy of the output orbitals. Write E_Hxc = E_H + E_xc and v_Hxc = v_H + v_xc. Because ∫ v_H n dr = 2E_H, we have −E_H = E_H − ∫ v_H n dr, and the double-counting terms become

G[n] = −E_H + E_xc − ∫ v_xc n dr = E_Hxc[n] − ∫ v_Hxc[n] n dr.

Adding the two pieces gives

E_HF = T_out + ∫ v_ext n_out dr + E_Hxc[n_in] + ∫ v_Hxc[n_in](n_out − n_in) dr + E_nn.

This is the Kohn-Sham energy of the output orbitals, except that E_Hxc[n_out] is replaced by its first-order expansion about n_in. At n_in = n_out = n0 the expansion term vanishes and E_HF = E0.

Q: Agreement at one point says nothing about the neighbourhood. A wrong potential shifts every level at first order.

A: It does, and the shift has to be followed. Change the input by a small δn_in. The potential changes by

δv_in(r) = ∫ K(r,r') δn_in(r') dr',

K(r,r') = e²/(4πε0|r − r'|) + δ²E_xc/δn(r)δn(r').

Write ⟨a|K|b⟩ for the double integral of a(r)K(r,r')b(r'). K is symmetric, so a and b may be exchanged. First-order perturbation theory gives δε_i = ∫|ψ_i|² δv_in dr, hence

δ(Σ f_i ε_i) = ∫ n_out δv_in dr = ⟨n_out|K|δn_in⟩.

For the double-counting terms, the product rule gives

δG = ∫ v_Hxc δn_in dr − ∫ v_Hxc δn_in dr − ∫ n_in δv_Hxc dr = −⟨n_in|K|δn_in⟩.

The sum is

δE_HF = ⟨n_out − n_in|K|δn_in⟩,

with K taken at n_in. The level shifts are large, but the double-counting terms remove the part belonging to n_in. What remains is weighted by the residual n_out − n_in, which is zero at self-consistency. E_HF is therefore stationary at n0.

Q: Stationary means no linear term. I want the size of what is left.

A: Put δ = n_in − n0 and connect the two densities by n_λ = n0 + λδ, with λ from 0 to 1. If the gap stays open along the path, integrating the derivative gives

E_HF[n_in] − E0 = ∫₀¹ ⟨n_out(λ) − n_λ|K_λ|δ⟩ dλ.

No expansion has been made yet. Near n0 we need n_out to first order. A perturbation V mixes empty orbitals a into filled orbitals i:

δψ_i = Σ_a ψ_a V_ai/(ε_i − ε_a).

Mixing among filled orbitals drops out of the density, because the terms for (i,j) and (j,i) have opposite denominators. With two electrons per orbital,

δn_out = 2 Σ_ia [ψ_i* ψ_a V_ai/(ε_i − ε_a) + c.c.] = χ0 V.

This defines the static response χ0 of independent electrons. Multiplying by V and integrating gives ⟨V|χ0|V⟩ = 4 Σ_ia |V_ai|²/(ε_i − ε_a), which is never positive, since ε_i < ε_a. On our path V = λKδ, so

n_out(λ) − n_λ = λ(χ0K − 1)δ + O(λ²).

The change of K_λ along the path enters one order later. Since ∫₀¹ λ dλ = ½,

E_HF[n_in] − E0 = −½ ⟨δ|K(1 − χ0K)|δ⟩ + O(δ³).

The error is quadratic at leading order, with higher powers behind it. One factor of δ comes from the displacement and the other from the residual.

Q: That relies on derivatives existing. When does it fail?

A: There are two warnings in the formula itself. If the gap becomes small, the denominators ε_i − ε_a can make χ0 large, and the quadratic region shrinks. If levels cross and the filling changes abruptly, the expansion does not cover the jump.

The second warning concerns regions of low density. In the local density approximation (LDA) exchange gives v_x ∝ −n^(1/3), so its kernel is v_x/(3n) ∝ −n^(−2/3), which grows as n falls. At each such point the expansion is accurate only if |δ| is small compared with n0, although regions holding little charge may contribute little to the total energy.

Q: Then a metal is excluded?

A: Not if the right energy is used. With Fermi occupations at temperature T, replace the band sum by Σ f_i ε_i − TS, where S is the electronic entropy. At fixed electron number these occupations minimize that expression, so their changes contribute nothing at first order. Its variation is again ∫ n_out δv_in dr, and the argument for stationarity goes through for the free energy. If −TS is left out, a term Σ ε_i δf_i = TδS remains, which is in general linear in δ.

Q: "Quadratic" can still hide a huge coefficient.

A: It can, in large cells. Take a density error of wave number q in a uniform system. For small q the Hartree part dominates, K ≈ e²/(ε0q²). In a uniform metal χ0 tends to a negative constant, −D, where D is the density of states per volume at the Fermi level. Then −χ0K = De²/(ε0q²) becomes much larger than 1, and the error per volume for a given amplitude grows as K²D ∝ 1/q⁴. A cell of length L admits q = 2π/L, so the coefficient can grow as L⁴. The power of δ is still two, but charge displaced over a long distance is costly.

Q: Let me see a real molecule.

A: Take silane, SiH4, a precursor gas for silicon films. The level of theory is LDA with Slater exchange and VWN correlation, in the def2-SVP basis, with all four Si-H lengths set to 0.148 nm. The input is a sum of spherical atomic densities, computed by Hartree-Fock in the same basis. Half the integral of |δ| is 0.87, so about 0.87 of the 18 electrons must move to reach n0.

I then scale the density error by λ and keep everything else fixed. Errors are relative to the self-consistent energy at the same level of theory:

λ = 1: −1.1824 eV
λ = 0.5: −0.3030 eV
λ = 0.25: −0.0761 eV
λ = 0.125: −0.0190 eV

Halving δ divides the error by 3.90, 3.98 and 4.00 in turn. Between λ = 0.02 and 0.01 the local exponent is 2.0002.

Q: A fitted power does not confirm your coefficient.

A: The coefficient can be computed separately from orbitals and level differences at n0. Its parts are

−½⟨δ|K|δ⟩, Hartree: −1.6226 eV
−½⟨δ|K|δ⟩, exchange-correlation: +0.7663 eV
+½⟨δ|Kχ0K|δ⟩: −0.3597 eV

The sum is −1.2160 eV. Extrapolating error/λ² from the energies at small λ also gives −1.2160 eV. At λ = 1 the quadratic term alone overestimates the magnitude of the error by 0.034 eV, or about 3%. That is the contribution of the higher orders.

The first-derivative formula was also tested away from self-consistency. At λ = 0.5 it gives dE_HF/dλ = −1.2030 eV, as do finite differences of the energy. The path integral from 0 to 1 gives −1.1824 eV, the full error.

Q: Why not put n_out into the ordinary Kohn-Sham functional? That is variational too.

A: It also has a quadratic error, with another coefficient. Let R = n_out − n_in. From the rewritten form of E_HF,

E_KS[n_out] − E_HF = E_Hxc[n_out] − E_Hxc[n_in] − ∫ v_Hxc[n_in] R dr = ½⟨R|K|R⟩ + O(δ³).

To first order R = (χ0K − 1)δ, so the Harris-Foulkes error is ½⟨δ|K|R⟩. Adding the two expressions,

E_KS[n_out] − E0 = ½⟨δ + R|K|R⟩ + O(δ³) = ½⟨χ0Kδ|K|(χ0K − 1)δ⟩ + O(δ³).

For silane ½⟨R|K|R⟩ is 1.7700 eV, and 1.7700 − 1.2160 = 0.5540 eV, against 0.5541 eV from the energies themselves. At λ = 1 the actual error is +0.488 eV. For this input the output functional is closer to E0, at the price of evaluating E_Hxc again with the new density.

Q: If both are quadratic, surely I can use the new density in the double-counting terms and keep the old levels.

A: That destroys the cancellation. The mixed energy is Σ f_i ε_i + G[n_out] + E_nn, and it differs from E_HF by G[n_out] − G[n_in]. We found δG = −⟨n|K|δn⟩, so

E_mixed − E_HF = −⟨n0|K|R⟩ + O(δ²) = −⟨n0|K(χ0K − 1)|δ⟩ + O(δ²).

This is linear in δ, and it is weighted by the whole density n0. For silane the slope is −83.30 eV per unit of λ, from the response formula and from the energies alike. At λ = 0.125 the mixed energy is wrong by −10.38 eV, where E_HF is wrong by −0.019 eV. At λ = 1 the mixed error is −80.5 eV. The levels and the double-counting terms must use the same input density.

Q: E_HF lies below E0 and E_KS[n_out] lies above it. Have you found a rigorous bracket?

A: Not in general. Consider first a theory without exchange and correlation. The lowest band sum is a minimum, over allowed sets of orbitals, of expressions linear in the potential. A minimum of linear functions is concave. The potential is linear in n_in when it contains only v_ext and v_H, so the band sum is concave in n_in. The remaining term −E_H is concave too, because the Coulomb kernel e²/(ε0q²) is positive for every q. A stationary point of a concave functional is a global maximum, so there E_HF ≤ E0.

Concavity requires the value at a midpoint to be at least the average of the end values. This was tested for 20 pairs of randomly perturbed silane inputs without exchange-correlation. The smallest excess was 3.2 eV.

Q: And what does exchange change?

A: It can reverse the sign of K. For a uniform gas of density n, with k_F³ = 3π²n, local exchange gives

v_x = −(e²/4πε0)(3n/π)^(1/3) = −(e²/4πε0) k_F/π.

Since v_x ∝ n^(1/3), its derivative is v_x/(3n). Inserting n = k_F³/(3π²),

dv_x/dn = −(e²/4πε0) π/k_F² = −e²/(4ε0k_F²).

Therefore

K(q) = (e²/ε0)[1/q² − 1/(4k_F²)],

which vanishes at q = 2k_F and is negative beyond. The curvature of E_HF for this wave is −K(1 − χ0K). Just beyond 2k_F, K is small and negative and χ0 is negative, so χ0K is small and positive. The bracket stays positive and the curvature is positive: this density error raises E_HF above E0.

With 200 electrons per nm³, roughly the valence density of silicon, k_F = 18.09 nm⁻¹ and the sign changes at 36.18 nm⁻¹. At 2.2k_F, with exchange alone, the curvature is +2.35 × 10⁻³ eV nm³. Including VWN correlation moves the zero of K to 1.93k_F. This is a statement about the local approximation in a uniform gas, not about solid silicon, but it is enough to rule out a general lower bound. In silane the Hartree part outweighs the exchange-correlation part for the chosen δ, and the error is negative.

Q: An error of 1.18 eV in a total energy of −7906.73 eV looks harmless. May I use atomic densities for bond energies?

A: The total energy is the wrong yardstick. Lengthen or shorten all four bonds by 0.010 nm, rebuilding the input from the same spherical atoms at each length. The errors of E_HF are

0.138 nm: −1.637 eV
0.148 nm: −1.182 eV
0.158 nm: −0.842 eV

The error changes with geometry. The energy needed to stretch from 0.148 to 0.158 nm is 0.161 eV self-consistently but 0.502 eV from E_HF. The excess of 0.341 eV is the difference of the last two errors, −0.842 + 1.182 = 0.340 eV, within rounding. The one-shot result is about three times too large for this stretch. The ratio depends on the interval: the self-consistent minimum lies between these two lengths, which keeps the reference energy small. For the compression to 0.138 nm the error changes by −1.637 + 1.182 = −0.455 eV, and E_HF gives too small an energy instead.

Q: Then the theorem has failed where it matters.

A: The theorem gives the power of the error, and this input is too far from n0 for the purpose. If δ were ten times smaller at both lengths, each error would fall by about a hundred at leading order. Their difference would then be about 0.003 eV. Before using energy differences from one diagonalization, one has to know how the error varies between the structures compared. A small error in one total energy does not settle that.

The curvature suffers less than the slope. With silicon at rest and the hydrogens moving radially, the three lengths give a breathing wavenumber of 2295 cm⁻¹ self-consistently and 2121 cm⁻¹ from E_HF, which is 7.6% lower. The reason can be read from the errors. Their second difference is

−1.6371 − 0.8416 + 2(1.1824) = −0.1139 eV.

With four hydrogen masses m_H moving at angular frequency ω, the second difference of the energy is 4m_H ω² (0.010 nm)². For the self-consistent 2295 cm⁻¹ this is 0.78 eV, and the error removes some 15% of it. The wavenumber varies as the square root of the second difference, so it falls by about half that percentage. The linear part of the error does not enter the curvature, but it does enter the force and hence the predicted bond length. The 7.6% therefore compares the two methods at one fixed length. Each method has its own minimum, where the curvature is different, so this figure is not the error of a predicted vibrational frequency. The error rises with bond length, which pulls the E_HF minimum to a shorter and stiffer bond, so not even the sign of the 7.6% carries over to frequencies taken at each method's own minimum.

Q: How do these errors compare with everything else your calculation leaves out?

A: The chosen length is close to that of real silane, roughly 0.15 nm, but it was not optimized at this level of theory. The wavenumbers therefore come from finite differences about that length, with a step of 0.010 nm that lets in some anharmonicity. They are not harmonic frequencies at a computed minimum. For the same stretch from 0.148 to 0.158 nm, replacing LDA by PBE in the same basis changes the self-consistent energy by +0.007 eV. Replacing def2-SVP by def2-TZVP within LDA changes it by +0.065 eV. That is 40% of the 0.161 eV, so the small basis is itself a poor choice for a final value. The one-shot error of 0.341 eV is still about five times larger than the basis change.

Fixed nuclei are the assumption that a real gas breaks. The zero-point energy of the breathing motion alone is about 0.14 eV, comparable with the stretch energy itself. In a reactor the molecules also vibrate thermally, collide and dissociate, and none of that is in these numbers. Integer occupations are a much safer assumption here. At a rough deposition temperature of 900 K, kT is 0.078 eV and the computed LDA gap is 8.9 eV, so the factor exp(−gap/2kT) is about 10⁻²⁵. That estimate uses the gap at the chosen geometry and in this small basis, and it would not cover a broken bond, where the gap can be much smaller.

Q: So when would you stop iterating?

A: When the error estimate is small for the quantity I need. The difference E_KS[n_out] − E_HF is available in every cycle without knowing E0. At leading order it is ½⟨R|K|R⟩, quadratic in the residual. For silane with atomic input it is 0.488 + 1.182 = 1.670 eV, larger than either error because the two have opposite signs. If K were negative for the error at hand, or if the two errors had the same sign, the difference could be smaller than the errors themselves. I would therefore also watch the residual density, and for a reaction or a bond stretch I would follow the energy difference between the structures. The values behind this exchange are in the numerical output below.

Computed values

```
Si-H length: 0.148 nm; bond change: 0.010 nm
basis functions: 38; grid points: 33416
electrons on grid: 18.00000
self-consistent energy E0: -7906.7346 eV
displaced charge, half integral |d|: 0.8683 electrons
gap at n0: 8.942 eV; least in table: 8.942 eV
errors in eV: scale, E_HF, E_KS[n_out], wrongly mixed
  1.000 -1.182440 0.487754 -80.546475
  0.500 -0.302957 0.131308 -41.024782
  0.250 -0.076093 0.033814 -20.678112
  0.125 -0.019027 0.008562 -10.377047
  0.020 -0.000487 0.000221 -1.665100
  0.010 -0.000122 0.000055 -0.832768
exponent of E_HF error at small scale: 2.0002
-1/2<d|K|d>, Hartree part: -1.6226 eV
-1/2<d|K|d>, xc part: 0.7663 eV
+1/2<d|K chi0 K|d>: -0.3597 eV
E_HF coefficient, response: -1.21595 eV
E_HF coefficient, energies: -1.21596 eV
1/2<R|K|R> coefficient: 1.77004 eV
E_KS[n_out] coefficient, response: 0.55409 eV
E_KS[n_out] coefficient, energies: 0.55410 eV
mixed slope, response: -83.2985 eV
mixed slope, energies: -83.2987 eV
dE_HF/dscale at 0.5, formula: -1.20298 eV
dE_HF/dscale at 0.5, differences: -1.20298 eV
path integral of the error: -1.182440 eV
least concavity margin, no xc: 3.195 eV
gas density: 200 per nm^3; kF: 18.092 1/nm
K(q)=0, exchange only: 36.184 1/nm = 2.0000 kF
K(q)=0, with correlation: 1.9315 kF
E_HF curvature at 2.2 kF: 2.350e-03 eV nm^3
E_HF error at 0.138 nm: -1.6371 eV
E_HF error at 0.148 nm: -1.1824 eV
E_HF error at 0.158 nm: -0.8416 eV
stretch energy, self-consistent: 0.1607 eV
stretch energy, E_HF: 0.5016 eV
breathing mode, self-consistent: 2295 1/cm
breathing mode, E_HF: 2121 1/cm
stretch energy change with PBE: 0.0068 eV
stretch energy change with def2-TZVP: 0.0649 eV
breathing zero-point energy: 0.1423 eV
kT at 900 K: 0.0776 eV; exp(-gap/2kT): 9.2e-26
```
